# The Boris particle update: exact speed, approximate phase in magnetic fields: a numerical check

```python
# RESULT UNDER TEST: the Boris magnetic update
#     v' = v + v x t,   v_new = v + v' x s,   s = 2 t / (1 + |t|^2)
# is a rotation about B, so it keeps |v| exactly for any step and any B when
# there is no electric field.  The angle is 2*arctan(a), not omega*dt.
# Symbols: t = q dt B/(2 m); q, m charge and mass; dt time step;
#     omega = |q| B/m gyrofrequency; a = omega dt/2; E electric field.
# One full step: half drift, half electric kick, rotation, half kick, half drift.
# Axes: x across the racetrack, y along it, z up from the target. SI inside.
from fractions import Fraction
import math
import random
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.spatial.transform import Rotation

e, m, c = const.e, const.m_e, const.c
charge = -e


def cross(p, r):
    return (p[1]*r[2] - p[2]*r[1], p[2]*r[0] - p[0]*r[2], p[0]*r[1] - p[1]*r[0])


def dot(p, r):
    return p[0]*r[0] + p[1]*r[1] + p[2]*r[2]


def add(p, r, factor=1):
    return (p[0] + factor*r[0], p[1] + factor*r[1], p[2] + factor*r[2])


def boris_rotate(v, t):
    v_prime = add(v, cross(v, t))
    return add(v, cross(v_prime, t), 2 / (1 + dot(t, t)))


def run(field, x, v, dt, steps, E=(0.0, 0.0, 0.0)):
    xs, vs = [x], [v]
    k = charge * dt / (2 * m)
    for _ in range(steps):
        x = add(x, v, dt / 2)
        B = field(x)
        v = add(v, E, k)
        v = boris_rotate(v, (k*B[0], k*B[1], k*B[2]))
        v = add(v, E, k)
        x = add(x, v, dt / 2)
        xs.append(x)
        vs.append(v)
    return np.array(xs), np.array(vs)


# --- Exact rational arithmetic: no rounding, a new field at every step
random.seed(3)
v_rational = (Fraction(3), Fraction(-5), Fraction(7))
square_start = dot(v_rational, v_rational)
rational_steps = 40
for _ in range(rational_steps):
    t_rational = tuple(Fraction(random.randint(-9, 9), random.randint(1, 9))
                       for _ in range(3))
    v_rational = boris_rotate(v_rational, t_rational)
    assert dot(v_rational, v_rational) == square_start

# --- Symbolic orthogonality and determinant
ts = sp.symbols("t1:4", real=True)
basis = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
R = sp.Matrix([list(boris_rotate(b, ts)) for b in basis]).T
assert (R.T * R - sp.eye(3)).applyfunc(sp.simplify) == sp.zeros(3, 3)
assert sp.simplify(R.det() - 1) == 0

# --- Implicit centred rule solved directly, and an independent rotation routine
rng = np.random.default_rng(5)
for _ in range(50):
    t_vec = rng.normal(size=3) * 10**rng.uniform(-2, 1)
    v_vec = rng.normal(size=3)
    cross_matrix = np.cross(np.eye(3), t_vec).T      # maps v to v x t
    implicit = np.linalg.solve(np.eye(3) - cross_matrix,
                               (np.eye(3) + cross_matrix) @ v_vec)
    size = np.linalg.norm(t_vec)
    turned = Rotation.from_rotvec(-2*np.arctan(size)*t_vec/size).apply(v_vec)
    explicit = np.array(boris_rotate(tuple(v_vec), tuple(t_vec)))
    assert np.allclose(explicit, implicit, rtol=0, atol=1e-11)
    assert np.allclose(explicit, turned, rtol=0, atol=1e-11)

# --- Example inputs (rough typical magnetron values)
energy_eV, B0, dt = 300.0, 0.030, 0.04e-9
half_gap, pole_depth, start_height, pitch_deg = 0.020, 0.010, 0.008, 70.0
speed = math.sqrt(2 * energy_eV * e / m)
omega = e * B0 / m
a = omega * dt / 2
gyroradius, period = speed / omega, 2 * math.pi / omega

# --- Uniform field: phase, orbit radius, faulty updates, very large step


def uniform(x):
    return (B0, 0.0, 0.0)


n_uniform = 1000
v0 = (0.0, speed, 0.0)
xs, vs = run(uniform, (0.0, 0.0, 0.0), v0, dt, n_uniform)
phase = np.unwrap(np.arctan2(vs[:, 2], vs[:, 1]))
angle_step = (phase[-1] - phase[0]) / n_uniform
assert abs(angle_step - 2*math.atan(a)) < 1e-11
lag_fraction = 1 - angle_step / (omega * dt)
assert abs(lag_fraction / (a*a/3) - 1) < a*a         # next term is 3a^2/5
centre = np.array(cross(v0, uniform(None))) * m / (charge * B0**2)
radius_sync = np.linalg.norm(xs - centre, axis=1)
radius_mid = np.linalg.norm(xs + vs*dt/2 - centre, axis=1)
assert np.allclose(radius_sync, gyroradius, rtol=1e-9, atol=0)
assert np.allclose(radius_mid, gyroradius*math.sqrt(1 + a*a), rtol=1e-9, atol=0)

n_faulty = 100
t_uniform = (charge*dt*B0/(2*m), 0.0, 0.0)
v_euler = v_unnormalised = v0
for _ in range(n_faulty):
    v_euler = add(v_euler, cross(v_euler, t_uniform), 2)
    v_prime = add(v_unnormalised, cross(v_unnormalised, t_uniform))
    v_unnormalised = add(v_unnormalised, cross(v_prime, t_uniform), 2)
growth_euler = dot(v_euler, v_euler) / speed**2
growth_unnormalised = dot(v_unnormalised, v_unnormalised) / speed**2
assert abs(growth_euler / (1 + 4*a**2)**n_faulty - 1) < 1e-10
assert abs(growth_unnormalised / (1 + 4*a**4)**n_faulty - 1) < 1e-10

dt_large = 2e-9
_, v_large = run(uniform, (0.0, 0.0, 0.0), v0, dt_large, 1)
large_speed_error = abs(np.linalg.norm(v_large[1]) / speed - 1)
large_turn = math.degrees(math.atan2(v_large[1][2], v_large[1][1])) % 360
true_turn = math.degrees(omega * dt_large) % 360
assert large_speed_error < 1e-14
assert abs(large_turn - math.degrees(2*math.atan(omega*dt_large/2))) < 1e-9
assert abs(large_turn - true_turn) > 10

# --- Magnetron arch: two opposite line poles below the target
start_above_poles = start_height + pole_depth
pole_strength = B0 * (half_gap**2 + start_above_poles**2) / (2 * half_gap)


def arch(x):
    left, right, up = x[0] + half_gap, x[0] - half_gap, x[2] + pole_depth
    d_left, d_right = left*left + up*up, right*right + up*up
    return (pole_strength * (left/d_left - right/d_right), 0.0,
            pole_strength * (up/d_left - up/d_right))


h = 1e-6
for px, pz in [(0.004, 0.006), (-0.011, 0.003), (0.0, 0.015)]:
    dBx = np.subtract(arch((px+h, 0, pz)), arch((px-h, 0, pz))) / (2*h)
    dBz = np.subtract(arch((px, 0, pz+h)), arch((px, 0, pz-h))) / (2*h)
    scale = np.abs(dBx).max() + np.abs(dBz).max()
    assert abs(dBx[0] + dBz[2]) < 1e-5 * scale       # divergence
    assert abs(dBz[0] - dBx[2]) < 1e-5 * scale       # curl
x_start = (0.0, 0.0, start_height)
pitch = math.radians(pitch_deg)
v_start = (speed*math.cos(pitch), speed*math.sin(pitch), 0.0)
assert abs(arch(x_start)[0] / B0 - 1) < 1e-12

n_long, n_short = 100000, 2500
xs, vs = run(arch, x_start, v_start, dt, n_long)
speed_error = np.max(np.abs(np.linalg.norm(vs, axis=1) / speed - 1))
assert speed_error < n_long * np.finfo(float).eps    # worst-case rounding sum
field_seen = np.array([np.linalg.norm(arch(x)) for x in xs[:n_short+1]])
assert field_seen.max() / field_seen.min() > 1.1     # field really varies
lowest_height = xs[:n_short+1, 2].min()

# --- Position error against a high-order solver
t_compare = 20e-9


def motion(time, state):
    return np.concatenate([state[3:], np.array(
        cross(tuple(state[3:]), arch(state[:3]))) * charge / m])


reference = solve_ivp(motion, (0, t_compare), np.array(x_start + v_start),
                      method="DOP853", rtol=1e-11,
                      atol=np.array([1e-14]*3 + [1e-4]*3))
assert reference.success
errors = []
for divisor in (1, 2, 4):
    steps = round(t_compare / dt) * divisor
    x_run, _ = run(arch, x_start, v_start, t_compare/steps, steps)
    errors.append(np.linalg.norm(x_run[-1] - reference.y[:3, -1]))
assert 3.6 < errors[1] / errors[2] < 4.4             # second order

# --- Bulk electric field: only E does work
E_bulk = 1000.0
E_vector = (0.0, 0.0, -E_bulk)
xe, ve = run(arch, x_start, v_start, dt, n_short, E_vector)
kinetic = 0.5 * m * np.sum(ve**2, axis=1) / e
work = charge * ((xe - xe[0]) @ np.array(E_vector)) / e
work_residual = np.max(np.abs(kinetic - kinetic[0] - work))
energy_swing = kinetic.max() - kinetic.min()
assert work_residual < 1e-9 * energy_eV
assert energy_swing > 1e6 * work_residual

# --- Sizes of neglected effects (rough inputs)
pressure_mTorr, gas_T, cross_section = 5.0, 300.0, 6e-20
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
free_path = 1 / (gas_density * cross_section)
free_time = free_path / speed
plasma_density, electron_T_eV, sheath_V = 1e17, 3.0, 300.0
debye = math.sqrt(const.epsilon_0 * electron_T_eV / (e * plasma_density))
sheath = math.sqrt(2)/3 * debye * (2*sheath_V/electron_T_eV)**0.75
assert lowest_height > sheath
hall_current, hall_width = 5.0, 0.020
B_hall = const.mu_0 * hall_current / (2 * hall_width)
gamma_excess = energy_eV * e / (m * c**2)
radiated = (e**2 * (omega*speed)**2 / (6*math.pi*const.epsilon_0*c**3)
            * free_time / e)

print(f"Electron energy: {energy_eV:.0f} eV")
print(f"Field at start: {B0*1e3:.0f} mT")
print(f"Time step: {dt*1e9:.2f} ns")
print(f"Pole half-gap: {half_gap*1e3:.0f} mm")
print(f"Pole depth below target: {pole_depth*1e3:.0f} mm")
print(f"Start height above target: {start_height*1e3:.0f} mm")
print(f"Angle between v and B at start: {pitch_deg:.0f} deg")
print(f"Speed: {speed:.4e} m/s")
print(f"Gyrofrequency omega: {omega:.4e} rad/s")
print(f"Gyroperiod: {period*1e9:.4f} ns")
print(f"Gyroradius, v perpendicular to B: {gyroradius*1e3:.4f} mm")
print(f"a = omega dt/2: {a:.5f} (no unit)")
print(f"True turn per step: {math.degrees(omega*dt):.4f} deg")
print(f"Boris turn per step: {math.degrees(angle_step):.4f} deg")
print(f"Phase lag, fraction: {lag_fraction:.3e} (no unit)")
print(f"Estimate a^2/3: {a*a/3:.3e} (no unit)")
print(f"Phase lag per true period: {360*lag_fraction:.3f} deg")
print(f"Mid-step radius / true radius: {radius_mid.mean()/gyroradius:.5f}")
print(f"Exact rational steps, |v|^2 unchanged: {rational_steps}")
print(f"Steps in long arch run: {n_long}")
print(f"Largest relative speed error, long run: {speed_error:.1e}")
print(f"Steps with faulty updates: {n_faulty}")
print(f"Energy factor, explicit Euler: {growth_euler:.2f}")
print(f"Energy factor, s = 2t: {growth_unnormalised:.4f}")
print(f"Large time step: {dt_large*1e9:.1f} ns")
print(f"Large step, relative speed error: {large_speed_error:.1e}")
print(f"Large step, Boris turn: {large_turn:.1f} deg")
print(f"Large step, true turn modulo 360: {true_turn:.1f} deg")
print(f"Time of position comparison: {t_compare*1e9:.0f} ns")
for divisor, error in zip((1, 2, 4), errors):
    print(f"Position error, dt={dt*1e9/divisor:.2f} ns: {error*1e3:.4f} mm")
print(f"Error ratio, last halving: {errors[1]/errors[2]:.3f}")
print(f"Short arch run: {n_short*dt*1e9:.0f} ns")
print(f"Lowest field in short run: {field_seen.min()*1e3:.2f} mT")
print(f"Highest field in short run: {field_seen.max()*1e3:.2f} mT")
print(f"Lowest height in short run: {lowest_height*1e3:.2f} mm")
print(f"Bulk electric field (rough): {E_bulk:.0f} V/m")
print(f"Energy swing from bulk field: {energy_swing:.2f} eV")
print(f"Largest work-balance residual: {work_residual:.1e} eV")
print(f"Argon pressure: {pressure_mTorr:.0f} mTorr")
print(f"Gas temperature: {gas_T:.0f} K")
print(f"Argon cross section (rough): {cross_section:.0e} m^2")
print(f"Mean free path: {free_path*1e3:.0f} mm")
print(f"Mean free time: {free_time*1e9:.1f} ns")
print(f"Gyroperiods per free time: {free_time/period:.1f}")
print(f"Plasma density (rough): {plasma_density:.0e} m^-3")
print(f"Electron temperature (rough): {electron_T_eV:.0f} eV")
print(f"Sheath voltage (rough): {sheath_V:.0f} V")
print(f"Child-law sheath thickness: {sheath*1e3:.2f} mm")
print(f"Hall current (rough): {hall_current:.0f} A")
print(f"Hall current width (rough): {hall_width*1e3:.0f} mm")
print(f"Field of Hall current sheet: {B_hall*1e3:.2f} mT")
print(f"Relativistic gamma - 1: {gamma_excess:.2e} (no unit)")
print(f"Energy radiated per free time: {radiated:.1e} eV")
print("OK")
```

Output:

```
Electron energy: 300 eV
Field at start: 30 mT
Time step: 0.04 ns
Pole half-gap: 20 mm
Pole depth below target: 10 mm
Start height above target: 8 mm
Angle between v and B at start: 70 deg
Speed: 1.0273e+07 m/s
Gyrofrequency omega: 5.2765e+09 rad/s
Gyroperiod: 1.1908 ns
Gyroradius, v perpendicular to B: 1.9469 mm
a = omega dt/2: 0.10553 (no unit)
True turn per step: 12.0928 deg
Boris turn per step: 12.0482 deg
Phase lag, fraction: 3.688e-03 (no unit)
Estimate a^2/3: 3.712e-03 (no unit)
Phase lag per true period: 1.328 deg
Mid-step radius / true radius: 1.00555
Exact rational steps, |v|^2 unchanged: 40
Steps in long arch run: 100000
Largest relative speed error, long run: 1.0e-14
Steps with faulty updates: 100
Energy factor, explicit Euler: 78.12
Energy factor, s = 2t: 1.0508
Large time step: 2.0 ns
Large step, relative speed error: 2.2e-16
Large step, Boris turn: 158.5 deg
Large step, true turn modulo 360: 244.6 deg
Time of position comparison: 20 ns
Position error, dt=0.04 ns: 0.6710 mm
Position error, dt=0.02 ns: 0.1701 mm
Position error, dt=0.01 ns: 0.0426 mm
Error ratio, last halving: 3.990
Short arch run: 100 ns
Lowest field in short run: 24.47 mT
Highest field in short run: 33.02 mT
Lowest height in short run: 6.34 mm
Bulk electric field (rough): 1000 V/m
Energy swing from bulk field: 5.66 eV
Largest work-balance residual: 4.9e-12 eV
Argon pressure: 5 mTorr
Gas temperature: 300 K
Argon cross section (rough): 6e-20 m^2
Mean free path: 104 mm
Mean free time: 10.1 ns
Gyroperiods per free time: 8.5
Plasma density (rough): 1e+17 m^-3
Electron temperature (rough): 3 eV
Sheath voltage (rough): 300 V
Child-law sheath thickness: 1.02 mm
Hall current (rough): 5 A
Hall current width (rough): 20 mm
Field of Hall current sheet: 0.16 mT
Relativistic gamma - 1: 5.87e-04 (no unit)
Energy radiated per free time: 1.1e-09 eV
OK
```
